# Locating the Sheet-Resistance Divergence of Randomly Agglomerated Silicide by Finite-Size Scaling

## One missing cell

Divide a silicide film into an \(L\times L\) array of square cells. Neighbouring cells that share an edge are joined by a resistor \(R_0\), the sheet resistance of the intact film. Each cell in the first and last columns is joined to its electrode by \(R_0/2\). A row then has resistance \((L-1)R_0+2(R_0/2)=LR_0\), and \(L\) parallel rows give \(R_0\), as a square of film should. Set \(R_0=1\) and let \(G=R_0/R\) be the normalised conductance.

Apply a voltage \(L\) across the intact array. Every horizontal bond carries unit current from left to right. Now remove one cell far from the edges. By left-right antisymmetry, exact for the central column and closely obeyed elsewhere far from the edges, its whole column is at one potential, so its two vertical bonds carry no current and their loss changes nothing. The loss of the two horizontal bonds, between left neighbour A and right neighbour B, matters.

To treat it, keep these bonds but feed an external current \(I\) into A and take it out at B. If the bonds themselves carry \(I\), the rest of the array behaves as though they were absent. With \(R_2\) the resistance between sites two steps apart in an infinite intact lattice,

\[
V_A-V_B=2+IR_2,\qquad I=\tfrac12(V_A-V_B)=1+\tfrac12 IR_2 .
\]

The lattice resistance follows from Fourier transformation of Kirchhoff's equations:

\[
R_2=\int_{-\pi}^{\pi}\!\frac{dk}{2\pi}\int_{-\pi}^{\pi}\!\frac{dq}{2\pi}\,
\frac{1-\cos 2k}{2-\cos k-\cos q}.
\]

Put \(c=\cos k\). The \(q\) integral of the reciprocal denominator is \([(2-c)^2-1]^{-1/2}=[(1-c)(3-c)]^{-1/2}\), and \(1-\cos2k=2(1-c)(1+c)\). Using \(|dk|=dc/\sqrt{1-c^2}\) for each half of the \(k\) range,

\[
R_2=\frac2\pi\int_{-1}^{1}\sqrt{\frac{1+c}{3-c}}\,dc .
\]

The substitution \(1+c=4\sin^2\theta\) turns the integral into \(\int_0^{\pi/4}8\sin^2\theta\,d\theta=\pi-2\). Hence \(R_2=2-4/\pi\), and

\[
I=\frac1{1-R_2/2}=\frac{\pi}{2}.
\]

Next find the electrode current \(J\). Sum current times bond length over all horizontal bonds, giving electrode bonds length \(1/2\). Each vertical cut carries \(J\), so the damaged array gives \(JL\). In the auxiliary array each row contributes its total voltage drop, \(L\), so the sum is \(L^2\). The difference is the two absent bonds:

\[
JL=L^2-2I,\qquad G=\frac JL=1-\frac{2I}{L^2}=1-\frac{\pi}{L^2}.
\]

Boundary corrections to \(I\) vanish for large \(L\). At \(L=41\) a direct solution gives \(L^2(1-G)=3.1387\), against \(\pi=3.1416\).

For a small density \(1-p\) of independent vacancies, their responses add to leading order:

\[
G=1-\pi(1-p)+O[(1-p)^2].
\]

At \(p=0.90\) this gives 0.686; twelve films with \(L=72\) give \(0.693\pm0.003\), and 100 films give \(0.701\pm0.001\), an excess of order \((1-p)^2\). The slope \(\pi\) belongs to the network with one node per cell, not to a continuous film with square holes. If each cell is resolved into \(2\times2\), \(4\times4\) or \(8\times8\) subcells, current can bend more closely round the hole, and the slope falls to about 2.6, 2.3 and 2.2. Connectivity is unaffected. Extended beyond its regime, the line reaches zero at \(p=1-1/\pi=0.682\). Yet films at \(p=0.66\) still conduct, with \(G=0.091\pm0.009\). The divergence must be sought in connectivity, not in the response to isolated holes.

## Model and sample threshold

Each cell remains independently with probability \(p\), the mean remaining coverage. The actual covered fraction of a finite sample fluctuates about \(p\). The substrate is insulating for now, and corner contact does not conduct.

Give every cell a fixed random number \(u\), uniform on \((0,1)\), and retain it when \(u<p\). Lowering \(p\) then removes cells without restoring any. A sample conducts when its remaining cells connect the electrodes. If no path exists, no current can flow. If a path of \(n\) cells exists, its resistance is \(nR_0\), and other bonds cannot raise the total resistance. The last point follows from

\[
G=\min_V\sum_{\text{bonds}}g_{ij}(V_i-V_j)^2,
\]

with electrode potentials fixed at 1 and 0. Stationarity is Kirchhoff's law, the minimum is the dissipated power, and increasing any \(g_{ij}\) cannot lower it.

Each sample therefore has a threshold \(p^*\), at which its resistance becomes infinite. The spanning probability is the distribution function of these thresholds:

\[
\Pi_L(p)=\operatorname{Prob}(p^*\le p).
\]

This equivalence was tested on 20 samples with \(L=16\). Cluster labels located each threshold; the conductance on either side was then computed without labels, by giving absent bonds a conductance \(10^{-8}\). At 0.001 above the located threshold the smallest \(G\) was 0.0482; at 0.001 below, the largest was \(1.3\times10^{-7}\).

## Finite-size scaling

Near the infinite-lattice threshold \(p_c\), the connectivity length grows as \(\xi\sim|p-p_c|^{-\nu}\). The established two-dimensional value \(\nu=4/3\) is used here. The scaling hypothesis says that a dimensionless probability depends on size through \(L/\xi\), with the side of the threshold retained:

\[
\Pi_L(p)=F(z),\qquad z=(p-p_c)L^{1/\nu}.
\]

Thus \(p^*=p_c+zL^{-1/\nu}\), where \(z\) has a size-independent distribution. Its mean \(\bar z\) and standard deviation \(\sigma_z\) give

\[
\overline{p^*}=p_c+\bar zL^{-1/\nu},\qquad
\Delta_L=\sigma_zL^{-1/\nu}.
\]

Eliminating \(L\),

\[
\overline{p^*}=p_c+\frac{\bar z}{\sigma_z}\Delta_L .
\]

At this leading order, a straight line through measured means and widths has intercept \(p_c\). The fit needs no value for \(\nu\), which can then be checked through \(\Delta_L\sim L^{-3/4}\).

A second check comes from duality. In any square sample, either remaining cells connect left to right through edges, or removed cells connect top to bottom through edges or corners. One of these occurs and excludes the other. If both kinds of connectivity share the same large-scale crossing probability at their thresholds, as universality asserts, each probability is \(1/2\). Therefore \(\Pi_L(p_c)\to1/2\). Applied away from threshold, the same argument gives \(F(z)+F(-z)=1\), so \(\bar z=0\) for a square sample. Any measured shift of the mean is then a correction to scaling that vanishes faster than the width, and a straight-line extrapolation overshoots.

For conductance, scaling gives

\[
G=L^{-x}H(z).
\]

When \(L\gg\xi\) above threshold, \(G\) must not depend on \(L\). If \(H\sim z^t\), its size dependence is \(L^{-x+t/\nu}\), so \(x=t/\nu\) and

\[
G\sim(p-p_c)^t,\qquad \frac R{R_0}\sim(p-p_c)^{-t}.
\]

At \(p_c\), \(G\sim L^{-t/\nu}\). Averaging over conducting samples alone preserves this exponent, because the spanning probability is size-independent at fixed \(z\). The mean of \(R\) is unusable there: a single disconnected sample makes it infinite.

## Pseudocode

```
threshold(u):
    low = 0.2; high = 1
    repeat 11 times:
        p = (low + high)/2
        label edge-connected clusters of (u < p)
        if one label occurs in both end columns:
            high = p
        else:
            low = p
    return (low + high)/2

conductance(mask):
    label edge-connected clusters
    keep clusters touching both electrodes
    if none: return 0
    assemble A from bonds and electrode links
    b = left electrode conductances
    solve A V = b
    return sum[b * (1 - V)]

for each L:
    draw fields u; collect threshold(u)
    record mean, width and standard error
fit mean against width, weighting by errors
p_c = intercept at zero width
for each L:
    average conductance at p_c over conducting samples
x = - slope of log(mean G) against log(L)
t = (4/3) x
```

For a retained cell \(i\), the assembled equation is

\[
\sum_j g_{ij}(V_i-V_j)+g_i^{\rm left}(V_i-1)+g_i^{\rm right}V_i=0.
\]

The known left-electrode term moves to the right-hand side, which gives \(b_i=g_i^{\rm left}\). Electrode links have \(g=2\), because they are half-resistors.

## Cost and stability

Labelling costs \(O(L^2)\) operations per bisection step. Eleven steps reduce the bracket from 0.8 to \(0.8/2^{11}=0.00039\), so the midpoint error is at most 0.00020 if the threshold lies in the bracket. The upper limit is safe because a full lattice conducts. The lower limit is a choice, and results that accumulate there call for a wider bracket.

For a mean-threshold error \(\epsilon\), one needs \(N=(\Delta_L/\epsilon)^2\sim L^{-3/2}\) samples at fixed \(\epsilon\). Total labelling work then scales as \(L^2L^{-3/2}=L^{1/2}\). Going from \(L=16\) to \(L=128\) thus costs about 2.8 times as much for the same statistical error, and larger lattices reduce corrections to scaling. A direct sparse solve is more expensive: with nested-dissection ordering a planar grid costs \(O(L^3)\) operations. Other orderings can differ.

An isolated cluster has an arbitrary constant potential and makes \(A\) singular. Retaining spanning clusters cures this. For any potential vector,

\[
V^TAV=\sum_{\rm bonds}g_{ij}(V_i-V_j)^2+\sum_i(g_i^{\rm left}+g_i^{\rm right})V_i^2 .
\]

This vanishes only if \(V\) is constant on each cluster and zero at the electrodes, hence zero everywhere. The retained matrix is positive definite.

Three implementation faults change the results:

- Corner-connected labelling describes a different lattice. By the duality above, its threshold is \(1-p_c\), near 0.41.
- Drawing new random numbers at each bisection step destroys monotonicity, so no sample threshold exists to be bracketed. The mean result stays within about 0.002 of the correct one, but the width shrinks to about two thirds and no longer measures the spread between samples.
- Replacing absent bonds by too large a leak rounds off the divergence. Near threshold the leak is amplified, more so in larger samples: at \(p=0.594\) open samples conduct about 7 times the leak for \(L=16\) and about 20 times for \(L=48\). At \(L=48\) a leak of one percent of \(G\) still raises the mean conductance of conducting samples by about 9 percent, so the leak must lie several orders of magnitude below the smallest conductance of interest.

## Reading the scaling data

The threshold data are as follows; errors are standard errors of the mean.

| \(L\) | Mean \(p^*\) | Width |
|---:|---:|---:|
| 16 | 0.5880 ± 0.0014 | 0.0640 |
| 32 | 0.5936 ± 0.0010 | 0.0393 |
| 64 | 0.5925 ± 0.0008 | 0.0239 |
| 128 | 0.5931 ± 0.0006 | 0.0140 |

The weighted fit gives

\[
p_c=0.5943\pm0.0008,
\]

with slope \(-0.068\). The accepted value, about 0.593, lies 1.6 standard errors below. The quoted error excludes corrections to the linear law. Since \(\bar z=0\) here, the fitted slope is not \(\bar z/\sigma_z\); it mimics the low mean of the smallest lattice and biases the intercept upward. Fitting the same table against \(\Delta_L^{7/3}\), which assumes a shift proportional to \(L^{-1-1/\nu}\), gives \(0.5934\pm0.0005\). The data do not fix this power, but any power from 2 to 3 gives the same intercept within 0.0002. At \(L=32\), for example, the fit linear in \(\Delta_L\) gives \(0.5943-0.068(0.0393)=0.5916\), two standard errors below the measured mean. A weighted average of the two largest sizes, which assumes no remaining size shift, gives 0.5929. Its difference of 0.0014 from the linear intercept indicates the sensitivity to extrapolation. These data support 0.593 to about 0.001 or 0.002, not to a fourth decimal place.

The width exponent is 0.730, compared with \(1/\nu=0.750\). Sampling error of the widths alone contributes about 0.015, and small lattices also pull the value down: between \(L=8\) and 16 the local exponent is only about 0.67. Spanning probabilities at the fitted \(p_c\) are 0.536, 0.499, 0.522 and 0.540 in order of size. They stay near one half. The largest lattice is the most sensitive to the choice of \(p_c\): for a roughly normal distribution its peak density is \(0.4/0.0140\approx29\), so a shift of 0.0008 changes the probability by 0.023.

At \(p_c\), the mean conductances of conducting samples are 0.1232, 0.0663 and 0.0337 for \(L=12,24,48\). For three sizes with equally spaced logarithms, the fitted slope is fixed by the end points:

\[
x=\frac{\ln(0.1232/0.0337)}{\ln4}=0.935,\qquad
t=\frac43x=1.25 .
\]

The statistical error of \(t\) is about 0.03. At fixed \(z=1\), sizes 24 and 48 give \(x=0.894\) with a statistical error of about 0.05, a rough check of the scaling form away from threshold.

Films with \(L=72\) at four coverages from 0.66 to 0.78 give \(t=1.36\) directly, using the spanning value of \(p_c\). Propagating their conductance errors gives about 0.09. This rests on twelve films per coverage; with about 120 films per coverage the same fit gives \(1.21\pm0.02\). The two estimates are compatible with each other. With better statistics both lie somewhat below the accepted two-dimensional value, about 1.3, so neither is a precision determination.

The divergence can also be located from resistance. If \(G=A(p-p_c)^t\), then

\[
G^{1/t}=A^{1/t}(p-p_c),
\]

so a line through \(G^{1/t}\) vanishes at \(p_c\). With \(t=1.25\), the same four film conductances give 0.602. Their errors alone contribute about 0.006. The check is not fully independent, because this \(t\) was measured at the spanning value of \(p_c\). The intercept also depends on the assumed exponent: the same four conductances give 0.597 for \(t=1.31\) and 0.593 for \(t=1.36\). With about 120 films per coverage and \(t=1.25\) it is 0.592. Thus the resistance data place the divergence near 0.59 to within about 0.01, while the spanning data locate it more sharply.

## A thin silicide film

Take a 20 nm NiSi film with resistivity 15 µΩ cm and cells 100 nm wide. These are rough values in the regime of thin contact films. The intact sheet resistance is

\[
R_0=\frac{15\times10^{-6}\ \Omega\,{\rm cm}}{20\times10^{-7}\ {\rm cm}}
=7.5\ \Omega/{\rm sq}.
\]

At \(p=0.70\), \(G=0.1765\pm0.0085\), so \(R=7.5/0.1765=42.5\ \Omega/{\rm sq}\). At \(p=0.66\) the resistance is 82 Ω/sq, with about 10 percent statistical error. Both values use one node per cell and are not converged in the mesh: resolving each cell into \(4\times4\) subcells raises \(G\) by about 17 percent at both coverages, which would lower them to roughly 36 and 70 Ω/sq. Both also rest on twelve films; about 120 films of the same size give 40 and 71 Ω/sq with one node per cell, and the value at \(p=0.66\) still shifts by several percent with sample size. A loss of four percentage points of coverage thus raises the resistance by a factor of about 1.8.

This calculation holds thickness fixed. If agglomeration conserves silicide volume and thickens all remaining cells equally, their thickness becomes \(20/0.70=28.6\) nm. Bond resistance falls by the factor \(p\), giving \(0.70\times42.5=29.7\ \Omega/{\rm sq}\). Since this factor is finite at \(p_c\), it does not move the divergence.

Pad size matters near threshold. For independent cells the spread of \(p^*\) is 0.064 for a 1.6 µm square but 0.014 for a 12.8 µm square; part of this is the fluctuation of the actual coverage, in terms of which the first spread is 0.056. With the correlated holes treated below the two spreads grow to about 0.18 and 0.06. Nominally identical small pads can therefore include both open and conducting samples over a broad coverage range.

### Conducting silicon below

Let the film lie on doped silicon of 100 Ω/sq, with contact resistivity \(10^{-8}\ \Omega\,{\rm cm}^2\). The current-transfer length is

\[
\sqrt{\frac{10^{-8}}{100}}\ {\rm cm}=10^{-5}\ {\rm cm}=100\ {\rm nm}.
\]

Adding the silicide sheet resistance to that of the silicon lowers this to 96 nm. It is close to the cell size, so perfect contact would be a poor assumption. The extended model has a complete silicon layer, a silicide layer with holes, and a vertical resistor \(10^{-8}/(10^{-5})^2=100\ \Omega\) under each remaining cell. Both layers meet the electrodes. Fixed thickness is retained, and the same masks are used with and without silicon.

Over eight samples with \(L=48\), silicon lowers the resistance at \(p=0.70\) from 38.8 to 22.9 Ω/sq. At \(p=0.594\) the change is from 608 to 39.8 Ω/sq. At \(p=0.50\) none of the eight bare films conducts, while the composite gives 59.7 Ω/sq. Each figure is the reciprocal of the mean conductance, with open samples counted as zero conductance. The bare value near threshold is uncertain by about 40 percent with eight samples; a few hundred samples give about 440 Ω/sq. The composite values carry a statistical error of about 1 Ω/sq and depend on the rough contact resistivity: lowering or raising it tenfold gives about 34 or 52 Ω/sq at \(p=0.594\), and about 50 or 82 Ω/sq at \(p=0.50\). In this model the continuous silicon layer caps the resistance at 100 Ω/sq, because adding silicide cannot raise it. The resistance then rises as coverage falls, but does not diverge. The cap relies on the silicon meeting the electrodes: if they touch only the silicide, a pad with \(L=16\) gives about 135 Ω/sq at \(p=0.30\). Lumping each cell and its contact into one node makes the intermediate values estimates: resolving each cell into \(3\times3\) subcells lowers the composite resistances by 5 to 10 percent.

### Correlated holes

Real agglomeration opens holes through grain-boundary grooving and surface or interface transport, so neighbouring cells need not disappear independently. To size this effect, replace the independent numbers by a Gaussian random field smoothed over two cells, keeping the same one-cell retention probability. At \(L=64\) the mean threshold becomes \(0.506\pm0.006\), about 0.09 lower.

The approach to one half has a reason. For smoothing much wider than a cell, the distinction between edge and corner contact becomes unimportant. The Gaussian field treats remaining and removed regions alike at \(p=1/2\), so the duality argument gives each an equal chance to cross. Other hole shapes or growth rules can give other thresholds.

### Surface scattering

Let both film surfaces scatter diffusely. Every carrier then travels away from one of them, at angle \(\theta\) to the normal, and has not yet recovered its drift. With mean free path \(\lambda\) and \(\mu=|\cos\theta|\), the fraction still missing at distance \(s\) from that surface is \(e^{-s/(\lambda\mu)}\). Averaged over a thickness \(h\gg\lambda\), the fractional loss is \(\lambda\mu/h\). Weighting by the in-plane current contribution \(1-\mu^2\),

\[
\frac{\delta\rho}{\rho}\simeq\frac{\lambda}{h}
\frac{\int_0^1\mu(1-\mu^2)d\mu}{\int_0^1(1-\mu^2)d\mu}
=\frac{\lambda}{h}\frac{1/4}{2/3}=\frac{3\lambda}{8h}.
\]

This is first order in \(\lambda/h\). A rough \(\lambda=5\) nm at 20 nm gives \(3\lambda/8h=0.094\), which is the fractional loss of conductivity; the resistivity rises by \(1/(1-0.094)-1\), about 10 percent. If the chosen resistivity was measured on such a film, this is already included. At fixed thickness it rescales \(R_0\) and leaves connectivity unchanged. In the thickened film the loss is smaller, so the factor 0.70 used above becomes about 0.68, giving 28.9 instead of 29.7 Ω/sq.

For a real NiSi contact, the inputs above are plausible rough values, but 0.593 should not serve as a general failure coverage. Correlation shifts it by about 0.09 in the case computed, and conducting silicon removes the divergence. Nor does the model predict the annealing time or temperature at which a given coverage is reached. The numerical output follows.

## Computed values

```
Single-vacancy slope, L=41: 3.1387 (pi = 3.1416)
Zero of the linear dilute law: p = 0.682
Leak test: smallest G just above threshold 0.0482
Leak test: largest G just below threshold 1.3e-07
L=16, 2000 samples, pad 1.6 um: mean p* 0.5880 +- 0.0014, width 0.0640, span prob. at p_c 0.536
L=32, 1500 samples, pad 3.2 um: mean p* 0.5936 +- 0.0010, width 0.0393, span prob. at p_c 0.499
L=64, 1000 samples, pad 6.4 um: mean p* 0.5925 +- 0.0008, width 0.0239, span prob. at p_c 0.522
L=128, 600 samples, pad 12.8 um: mean p* 0.5931 +- 0.0006, width 0.0140, span prob. at p_c 0.540
Extrapolated p_c: 0.5943 +- 0.0008 (standard error)
Slope of mean p* against width: -0.068
Width exponent: 0.730 (1/nu = 0.750)
L=12: mean G of conducting samples at p_c 0.1232 +- 0.0020
L=24: mean G of conducting samples at p_c 0.0663 +- 0.0013
L=48: mean G of conducting samples at p_c 0.0337 +- 0.0009
t/nu at p_c: 0.935
t/nu at scaling variable 1: 0.894
t from finite-size scaling: 1.25
t from films above threshold: 1.36
p_c from resistance extrapolation: 0.602
Film: 20 nm, 15 uohm cm, cell 100 nm
Intact sheet resistance: 7.50 ohm/sq
p=0.66, L=72: G 0.0912 +- 0.0088, R 82.3 ohm/sq, with thickening 54.3 ohm/sq
p=0.70, L=72: G 0.1765 +- 0.0085, R 42.5 ohm/sq, with thickening 29.7 ohm/sq
p=0.74, L=72: G 0.2744 +- 0.0070, R 27.3 ohm/sq, with thickening 20.2 ohm/sq
p=0.78, L=72: G 0.3713 +- 0.0048, R 20.2 ohm/sq, with thickening 15.8 ohm/sq
p=0.90, L=72: G 0.6930 +- 0.0029, R 10.8 ohm/sq, with thickening 9.7 ohm/sq
Thickness at p=0.70 with volume conserved: 28.6 nm
Silicon below: 100 ohm/sq, contact 1e-08 ohm cm2
Contact transfer length: 100 nm
Vertical contact resistance per cell: 100 ohm
p=0.700, L=48, 8 samples: bare 38.8 ohm/sq, with silicon 22.9 ohm/sq
p=0.594, L=48, 8 samples: bare 608.1 ohm/sq, with silicon 39.8 ohm/sq
p=0.500, L=48, 8 samples: bare inf ohm/sq, with silicon 59.7 ohm/sq
Correlated removal, smoothing 2 cells, L=64: mean p* 0.506 +- 0.006
Surface scattering, mean free path 5 nm: resistivity rise 9.4 percent
```
